\section*{Why a lightly doped silicon wafer has no fixed infrared emissivity}

\section{A pyrometer that is wrong by two hundred kelvin}

A lightly doped silicon wafer stands at 700 K in cold, dark surroundings. A pyrometer looks at it at a wavelength of 4.5 $\mu$m, with its emissivity set to 0.70. In the model worked out below the instrument reads 496 K. A lamp controller that trusted this reading would go on adding power to a wafer about 200 K hotter than it believed. (The size of the error depends on the strength of the absorption; as the last section notes, a real wafer probably absorbs more, and the error is then nearer 120 K.) At 1000 K, in the same model, the same instrument with the same setting is right to within 1 K. The fault lies in treating the emissivity as a constant.

The belief has good grounds. Silicon has a refractive index near 3.43 in this part of the infrared, so one polished face reflects, at normal incidence,
\begin{equation}
R=\left(\frac{n_r-1}{n_r+1}\right)^2=\left(\frac{2.43}{4.43}\right)^2=0.301 .
\end{equation}
What is not reflected seems to be absorbed, and by Kirchhoff's law absorptance equals emissivity. This gives $1-R=0.699$, a number that depends on temperature only through the weak drift of the index. The gap in the argument is the word ``absorbed''. Light that enters the wafer may leave through the other side. The value $1-R$ belongs to an opaque wafer, and a cool, lightly doped one is not opaque.

\section{Emissivity of a slab that may be transparent}

Take a wafer of thickness $d$ at one temperature $T$, with two smooth, bare, parallel faces, viewed along the normal. Let $\alpha$ be the absorption coefficient for intensity and $\tau=e^{-\alpha d}$ the fraction that survives one crossing. Interference fringes are averaged out. With dispersion neglected their spacing is $\lambda^2/(2n_rd)\approx4$ nm here, so a detector band much wider than that does the averaging.

In equilibrium the radiance inside a medium of index $n_r$ is $n_r^2B$, where $B$ is the Planck radiance in vacuum. A ray loses $\alpha n_r^2B$ per unit length by absorption, and in equilibrium emission must replace it, so the medium emits $\alpha n_r^2B$ per unit length into the ray. On leaving the wafer, refraction spreads a narrow cone of rays into a solid angle $n_r^2$ times larger, which divides the radiance by $n_r^2$. The two factors cancel, and we can count radiance inside in units of $n_r^2B$ and outside in units of $B$.

Emission from all depths $x$ that reaches the front face without reflection amounts to
\begin{equation}
\int_0^d \alpha e^{-\alpha x}\,dx=1-\tau .
\end{equation}
Let $F$ be the total radiance arriving at the front face from inside. By symmetry the same $F$ arrives at the back face, where a part $R$ is reflected and a part $\tau$ of that survives the crossing. Hence
\begin{equation}
F=(1-\tau)+R\tau F
\quad\Rightarrow\quad
F=\frac{1-\tau}{1-R\tau}.
\end{equation}
The front face transmits a fraction $1-R$, so the emissivity is
\begin{equation}
\varepsilon=\frac{(1-R)(1-\tau)}{1-R\tau}.
\label{eq:slab}
\end{equation}

Absorption gives the same result. Of a unit incident beam, $1-R$ enters. Each crossing absorbs a fraction $1-\tau$ of what starts it, and $R\tau$ is left to start the next one. The absorbed total is
\begin{equation}
(1-R)(1-\tau)\left[1+R\tau+(R\tau)^2+\dots\right],
\end{equation}
whose geometric sum is (\ref{eq:slab}), as Kirchhoff's law requires. As a test of the ray picture, the electromagnetic boundary conditions at both faces were solved at 500, 600, 700, 800 and 1000 K and averaged over one fringe. The absorptance agreed with (\ref{eq:slab}) within 1\% of its value each time.

Two limits show what the constant value leaves out. For $\alpha d\ll1$ we have $1-\tau\approx\alpha d$ and $1-R\tau\approx1-R$, so
\begin{equation}
\varepsilon\approx\alpha d .
\end{equation}
The reflectivity has dropped out: each face holds back part of the light, but internal reflections give the trapped light further chances to leave. The emissivity of a nearly transparent wafer is a property of its bulk and its thickness. For $\alpha d\gg1$, $\tau\to0$ and $\varepsilon\to1-R$, a property of the surface. The familiar 0.70 is this second limit.

Between the limits the rise is monotonic, since
\begin{equation}
\frac{d}{d\tau}\,\frac{1-\tau}{1-R\tau}
=\frac{-(1-R\tau)+R(1-\tau)}{(1-R\tau)^2}
=-\frac{1-R}{(1-R\tau)^2}<0 ,
\end{equation}
and $\tau$ falls as $\alpha d$ grows. Half the ceiling is reached when $2(1-\tau)=1-R\tau$, that is $\tau=1/(2-R)$, or
\begin{equation}
\alpha d=\ln(2-R)=0.530 .
\label{eq:half}
\end{equation}
The question is now how $\alpha$ depends on temperature.

\section{How carriers absorb light below the gap}

A photon of 4.5 $\mu$m has an energy of 0.276 eV. The gap of silicon is 1.125 eV at 300 K and still 0.840 eV at 1100 K in the gap law used here, so the photon cannot lift an electron across it. It can drive carriers that are already free. In the Drude model a carrier of charge $e$, conductivity mass $m$ and scattering time $t_s$ obeys
\begin{equation}
m\frac{dv}{dt}=-\frac{mv}{t_s}+eE_0\cos\omega t .
\end{equation}
The sign of the charge does not matter, because the absorbed power contains $e^2$. Inserting $v=\mathrm{Re}(v_0e^{-i\omega t})$ gives
\begin{equation}
v_0=\frac{eE_0t_s/m}{1-i\omega t_s},\qquad
\mathrm{Re}\,v_0=\frac{eE_0t_s}{m(1+\omega^2t_s^2)} .
\end{equation}
The mean power taken from the field is $P=\frac12eE_0\,\mathrm{Re}\,v_0$, and the intensity of the wave is $I=\frac12n_r\varepsilon_0cE_0^2$. With $N$ carriers per volume, $\alpha=NP/I$, so
\begin{equation}
\alpha=\frac{Ne^2}{m\varepsilon_0n_rc}\,\frac{t_s}{1+\omega^2t_s^2},
\qquad t_s=\frac{\mu m}{e},
\label{eq:drude}
\end{equation}
where $\mu$ is the mobility. Electrons and holes each contribute such a term, and the terms add.

For $\omega t_s\gg1$ the last factor becomes $1/(\omega^2t_s)$, and $\alpha\propto N/(\omega^2\mu)$. In this regime a lower mobility means more absorption. A carrier without collisions would swing out of phase with the field and return all the energy it took; collisions turn the motion into heat.

\section{How many carriers there are}

For a parabolic band with density-of-states mass $m_D$, the density of states per volume is $(2m_D)^{3/2}\sqrt E/(2\pi^2\hbar^3)$, with $E$ measured from the band edge. While the band is sparsely filled, Boltzmann factors apply. Since $\int_0^\infty\sqrt E\,e^{-E/kT}dE=\frac{\sqrt\pi}{2}(kT)^{3/2}$, the electron density is
\begin{equation}
n=N_c\,e^{-(E_c-E_F)/kT},\qquad
N_c=2\left(\frac{m_DkT}{2\pi\hbar^2}\right)^{3/2}.
\end{equation}
Likewise $p=N_ve^{-(E_F-E_v)/kT}$ for holes. In the product the Fermi level cancels:
\begin{equation}
np=n_i^2,\qquad n_i=\sqrt{N_cN_v}\,e^{-E_g/2kT}.
\end{equation}
With $N_d$ ionized donors, neutrality requires $n=N_d+p=N_d+n_i^2/n$. Multiplying by $n$ gives $n^2-N_dn-n_i^2=0$, whose positive root is
\begin{equation}
n=\frac{N_d}{2}+\sqrt{\frac{N_d^2}{4}+n_i^2},\qquad p=\frac{n_i^2}{n}.
\end{equation}
Filling the same bands with Fermi--Dirac statistics at 500, 700, 1000 and 1100 K changed neither density by more than 1\%.

While $n_i\ll N_d$ the donors fix the carrier density and heating hardly changes it. Once $n_i\gg N_d$, both densities approach $n_i$, which grows exponentially.

\section{A wafer followed from 300 to 1100 K}

The example is a wafer 775 $\mu$m thick with $10^{15}$ donors per cm$^3$. The parameters are rough typical values for silicon: conductivity masses $0.26\,m_0$ and $0.37\,m_0$ for electrons and holes, density-of-states masses $1.09\,m_0$ and $1.15\,m_0$, and mobilities at 300 K of 1400 and 470 cm$^2$/Vs that fall as $T^{-2.4}$ and $T^{-2.2}$. The gap in eV is $1.17-4.73\times10^{-4}\,T^2/(T+636)$, with $T$ in K.

At 900 K the mobilities are 100 and 42 cm$^2$/Vs, which give $\omega t_s=6.20$ and 3.69. The densities are $n=4.09\times10^{17}$ and $p=4.08\times10^{17}$ cm$^{-3}$. Write (\ref{eq:drude}) as $\alpha=N\,(e^2/m\varepsilon_0n_rc\,\omega)\,\omega t_s/(1+\omega^2t_s^2)$. For $m=m_0$ the bracket is $7.39\times10^{-17}$ cm$^2$, so
\begin{align}
\alpha_e&=4.09\times10^{17}\,\frac{7.39\times10^{-17}}{0.26}\,\frac{6.20}{1+6.20^2}=18.3\ \mathrm{cm^{-1}},\\
\alpha_h&=4.08\times10^{17}\,\frac{7.39\times10^{-17}}{0.37}\,\frac{3.69}{1+3.69^2}=20.6\ \mathrm{cm^{-1}}.
\end{align}
The sum is 38.9 cm$^{-1}$. Multiplied by 0.0775 cm it gives $\alpha d=3.01$ and $\tau=0.049$, and (\ref{eq:slab}) yields
\begin{equation}
\varepsilon=\frac{0.699\times0.951}{1-0.301\times0.049}=0.675 .
\end{equation}
The same steps at other temperatures give:
\begin{center}
\begin{tabular}{rrrr}
$T$ (K) & $n$ (cm$^{-3}$) & $\alpha$ (cm$^{-1}$) & $\varepsilon$\\
300 & $1.0\times10^{15}$ & 0.0033 & 0.00025\\
500 & $1.1\times10^{15}$ & 0.013 & 0.0010\\
600 & $4.4\times10^{15}$ & 0.15 & 0.012\\
700 & $2.8\times10^{16}$ & 1.5 & 0.11\\
800 & $1.2\times10^{17}$ & 9.1 & 0.42\\
900 & $4.1\times10^{17}$ & 39 & 0.67\\
1000 & $1.1\times10^{18}$ & 128 & 0.70
\end{tabular}
\end{center}
Condition (\ref{eq:half}) is met at 782 K, or 509 $^\circ$C. Read as absorptance, the table says that a beam centred on this wavelength, with a spectrum broad enough to average out the fringes, would leave 0.025\% of its power in the wafer at 300 K and 67\% at 900 K. For a sharp laser line the share absorbed in a nearly transparent wafer also depends on where the line falls within a fringe.

The abruptness follows from the carrier statistics. In the intrinsic range with $\omega t_s\gg1$, $\alpha\propto n_i/\mu$. Take $\mu\propto T^{-s}$, with $s=2.3$ as the mean of the two exponents. Since $\ln n_i=\mathrm{const}+\frac32\ln T-E_g/2kT$, and $E_g$ itself depends on $T$,
\begin{equation}
\frac{d\ln\alpha}{dT}\approx\frac{3/2+s}{T}+\frac{E_g-T\,dE_g/dT}{2kT^2}.
\label{eq:slope}
\end{equation}
At 700 K the gap is 0.997 eV and its slope is $-3.66\times10^{-4}$ eV/K, so the last numerator is 1.253 eV. The two terms are 0.00543 and 0.01484 K$^{-1}$, together 0.0203 K$^{-1}$; the numerical derivative of the full model is 0.0202 K$^{-1}$. Near 700 K the absorption therefore doubles within about 34 K.

\section{Carriers or mobility?}

Heating does two things at once: it creates carriers and it lowers their mobility. Both raise $\alpha$, so the cause has to be separated from what accompanies it. Hold the temperature at 900 K, with index and thickness fixed, and change one ingredient at a time.

With the mobilities at their 900 K values but the carriers frozen at the doping level, $n=N_d$ and $p=0$, the emissivity is 0.0035. The wafer would still be nearly transparent. This is about 14 times the 300 K value, as expected from $\alpha\propto1/\mu$ and $3^{2.4}=14$. With the carriers at their true 900 K densities but the mobilities frozen at their 300 K values, the emissivity is 0.21. With both changes it is 0.67. The thermal carriers do most of the work: they raise $\alpha$ roughly a thousandfold, while the lower mobility adds a factor of 12 to 14 in the Drude model. This second factor should not be carried over to real silicon. The photon energy is 3.6 to 11 times $kT$ here, so the collisions that matter are those of a carrier lifted by the photon, not those that set the dc mobility. An estimate with photon absorption assisted by acoustic and intervalley phonons gives a rise per electron of only about 4 between 300 and 900 K. Yet neither change alone makes the wafer opaque at 900 K.

\section{What the pyrometer makes of it}

The wafer sends out $\varepsilon B(T)$. An instrument set to $1-R$ reports the temperature $T_r$ for which $(1-R)B(T_r)=\varepsilon B(T)$. With $B\propto1/(e^{hc/\lambda kT}-1)$ at fixed wavelength, this becomes
\begin{equation}
e^{hc/\lambda kT_r}-1=\frac{1-R}{\varepsilon}\left(e^{hc/\lambda kT}-1\right),
\end{equation}
and therefore
\begin{equation}
T_r=\frac{hc/\lambda k}{\ln\left[1+\dfrac{1-R}{\varepsilon}\left(e^{hc/\lambda kT}-1\right)\right]} .
\end{equation}
If $\varepsilon=1-R$ then $T_r=T$. If $\varepsilon<1-R$ the logarithm is larger and the reading is too low.

Here $hc/\lambda k=3197$ K. At 700 K the exponential less one is 95.3 and $(1-R)/\varepsilon=6.6$, so $T_r=3197/\ln(630)=496$ K. The reading is low by 261 K at 600 K, by 204 K at 700 K, by 91 K at 800 K and by 9 K at 900 K. These figures neglect all radiation from the surroundings. Thermal radiation from a chamber at 300 K would already reduce the error at 600 K from 261 to about 248 K; from 700 K upward it changes the reading by less than 2 K. Lamp light that passes through the wafer or reflects from it would add to the signal and raise the reading, by an amount that depends on the chamber.

\section{Where the constant value is sound}

The belief holds for a wafer that is already opaque. Heat is one way to get there: in this example $\varepsilon$ equals $1-R$ to three digits from 1000 K upward. Doping is another. With $10^{19}$ donors per cm$^3$ and a mobility of 100 cm$^2$/Vs, a rough value for such doping, (\ref{eq:drude}) gives 448 cm$^{-1}$ at 300 K. Then $\alpha d\approx35$, and the wafer is opaque already at room temperature, with an emissivity of about 0.7. More carriers can no longer raise it through absorption; what variation remains must come through $R$. That variation grows with doping, because the carriers lower the index: in the same Drude model, with the same mobility, $1-R$ is 0.71 at $10^{19}$ and about 0.85 at $10^{20}$ donors per cm$^3$, so 0.70 is no longer sound for the heaviest doping.

\section{The model beside a real wafer}

The thickness is that of a standard 300 mm wafer, and the doping is ordinary for lightly doped material. Roughly, such wafers are known to lose their infrared transparency around 900 K, in line with the table. The least certain input is the strength of the absorption: the Drude form is classical although the photon energy is several times $kT$, it leaves out transitions between the valence bands and scattering of carriers by each other, and the mobility laws are extrapolated to high temperature. Because $\alpha$ is so steep, even a factor of three shifts the onset by only 60 to 70 K: three times the absorption moves the half-ceiling temperature from 782 to 721 K, and one third of it moves it to 853 K. The pyrometer error at a given temperature is more sensitive. At 700 K the same two changes, put into (\ref{eq:slab}) and the formula for $T_r$, make the reading low by about 120 K and 270 K instead of 204 K. A factor of this size is realistic: a published empirical fit to the measured absorption of lightly doped silicon lies two to three times above the model between 700 and 900 K, which points to the smaller error. At 300 K even ten times the absorption gives an emissivity of only 0.0025.

Near and above the onset, the other omissions in the bulk model are smaller. An index drift of $1.6\times10^{-4}$ K$^{-1}$, a rough value, lowers the ceiling at 1100 K from 0.699 to 0.685, while the carriers' own effect on the index, taken alone, raises it to 0.703. Screening by the carriers narrows the gap by an estimated 8 meV at 782 K, which raises $n_i$ by 6\%; at 1100 K the estimate is 35 meV and 20\%, but there the wafer is opaque anyway. Absorption by the lattice is left out. With phonons of at most about 64 meV, one photon would have to create at least five, so I expect this to be weak at 4.5 $\mu$m. In a cool wafer, however, the free-carrier absorption is very weak too: a lattice term of only 0.01 cm$^{-1}$ would raise the emissivity at 300 K from 0.00025 to 0.0010, while at 700 K it would change it by less than 1\%. At longer wavelengths, where fewer phonons suffice, the omission would need a fresh look.

The assumption that processed wafers break most plainly is that of bare, smooth faces. Films change $R$, and with it the ceiling. In the extreme case of perfect, non-absorbing antireflection layers on both faces, $R=0$ and $\varepsilon=1-\tau$: the ceiling rises to 1, and half of it is reached at $\alpha d=\ln2=0.69$ instead of 0.53. That factor of 1.3 in absorption is about a quarter of a factor of 3 on a logarithmic scale, so the half-ceiling temperature rises by roughly 15 to 20 K. This reflects the higher ceiling only: since $(1-R)/(1-R\tau)<1$, the coated wafer emits more than the bare one at every temperature. Patterns and rough faces scatter light and need a different calculation.

Millisecond annealing breaks another assumption, that of a single temperature. With a heat diffusivity of about 0.1 cm$^2$/s, heat spreads some 100 $\mu$m in 1 ms, against a thickness of 775 $\mu$m; after a brief pulse at the front, the back face reaches half its final temperature rise only after about $0.14\,d^2/D=8$ ms, where $D$ is the diffusivity. A hot, absorbing layer then lies on a cooler and more transparent bulk. Carriers can also diffuse away from where they were created, so their density need not follow the local temperature. Equation (\ref{eq:slab}) must then be replaced by an integral over the profiles of temperature and carrier density, and no single pair of $\varepsilon$ and $T$ describes the wafer.

\section*{Computed values}
\begin{verbatim}
wavelength 4.5 um, photon energy 0.276 eV
thickness 775 um, donors 1e+15 cm^-3
index 3.43, face reflectivity R 0.3009, 1-R 0.6991
conductivity masses e,h 0.26 0.37 m0
DOS masses e,h 1.09 1.15 m0
300 K mobilities e,h 1400 470 cm2/Vs
mobility exponents e,h 2.4 2.2
gap law: 1.17 eV, 4.73e-04 eV/K, 636 K
T(K) gap(eV) n(cm^-3) p(cm^-3) alpha(cm^-1) alpha*d emissivity
300 1.125 1.00e+15 1.14e+05 0.00328 0.000254 0.000254
400 1.097 1.00e+15 3.16e+10 0.00654 0.000507 0.000507
500 1.066 1.07e+15 6.90e+13 0.013 0.001 0.001
600 1.032 4.42e+15 3.42e+15 0.151 0.0117 0.0116
700 0.997 2.79e+16 2.69e+16 1.51 0.117 0.106
800 0.959 1.24e+17 1.23e+17 9.13 0.707 0.416
900 0.921 4.09e+17 4.08e+17 38.9 3.01 0.675
1000 0.881 1.09e+18 1.09e+18 128 9.95 0.699
1100 0.840 2.48e+18 2.48e+18 350 27.1 0.699
900 K mobilities e,h 100.2 41.9 cm2/Vs
900 K omega*t_s e,h 6.20 3.69
alpha*d at half ceiling, ln(2-R): 0.5301
half-ceiling temperature 782.3 K = 509.2 C
700 K dln(alpha)/dT: formula 0.02026, model 0.02017 1/K
700 K doubling interval of alpha 34.4 K
900 K emissivity, full model 0.6747
900 K emissivity, carriers frozen at doping 0.00345
900 K emissivity, mobility frozen at 300 K 0.2063
pyrometer set to 1-R: true T, reading, error (K)
600 339.3 -260.7
700 495.8 -204.2
800 709.3 -90.7
900 891.3 -8.7
1000 1000.0 -0.0
heavy doping 1e+19 cm^-3, mobility 100 cm2/Vs
heavy doping 300 K: alpha 448 cm^-1, emissivity 0.6991
half-ceiling T, alpha x3: 720.9 K
half-ceiling T, alpha /3: 853.4 K
300 K emissivity, alpha x10: 0.00254
index drift 1.6e-04 1/K: 1-R at 1100 K 0.6850
carrier part of index: 1-R at 1100 K 0.7035
screening gap narrowing at 782 K 8.1 meV, n_i factor 1.062
screening gap narrowing at 1100 K 34.7 meV, n_i factor 1.201
largest phonon 64 meV, phonons per photon at least 5
heat diffusivity 0.10 cm2/s, length in 1 ms 100 um
heat crossing time d^2/D 60 ms
\end{verbatim}
